# Why basin hopping works: barriers and funnel populations on a rugged path

## Result

Basin hopping replaces the potential energy $V(X)$ of a configuration $X$ by $\tilde V(X)$, the energy of the minimum reached from $X$ by steepest descent. Metropolis sampling is then done on $\tilde V$. Two changes follow.

1. A move into a lower neighbouring basin has no barrier. A move into a higher one costs the difference between the minima. Barriers between funnels are therefore lowered, but not removed.
2. A basin is weighted by its whole volume instead of by its thermally accessible part. If this reduces the entropy advantage of the competing funnel without removing it, a two-state estimate shows that coexistence moves to higher temperature and becomes broader.

The second change is conditional. In the model below, whose global minimum is stiff, the coexistence temperature rises from $0.152$ to $0.514\,\epsilon$, and the width of the transition from $0.092$ to $1.23\,\epsilon$. Here $\epsilon$ is the energy unit and $k_B=1$, so $T$ is an energy.

## The landscape and its staircase

A path coordinate $x$ has minima at $x=ia$, $i=0,\dots,17$. Funnel A contains the energies $-6,-5,\dots,-1$ (in $\epsilon$). Funnel B follows with $-1,-2,-3,-4$ and then eight minima at $-5$. The saddle between neighbours lies $b=1\,\epsilon$ above the higher of the two minima. The path ends at hard walls half a spacing beyond the end minima, where the potential is $2\,\epsilon$ above them.

Between a minimum $E_i$ and an adjacent maximum at height $H$ above it,

$$V(x)=E_i+H\sin^2\!\big[\pi(x-ia)/a\big].$$

There are also $m=6$ transverse coordinates, each with energy $\tfrac12\kappa y^2$ and $|y|<c=a$. The stiffness is $\kappa_A=40\,\epsilon/a^2$ in funnel A and $\kappa_B=10\,\epsilon/a^2$ in funnel B. For $y\neq0$ the potential jumps at the boundary between the funnels.

Within a funnel, $x$ and $y$ separate, so descent takes every $y$ to zero and $x$ to its own minimum. The funnel boundary is a maximum along $x$, and descent leads away from it. Each basin is thus an interval of length $a$ times a transverse box of volume $(2c)^m$, and $\tilde V=E_i$ throughout it.

## First contribution: barriers

For neighbouring minima $i\to j$ with saddle energy $E_s$, the barriers are

$$B_{i\to j}=E_s-E_i,\qquad \tilde B_{i\to j}=\max(0,E_j-E_i).$$

Since $E_s=\max(E_i,E_j)+b$, the first equals $\max(0,E_j-E_i)+b$. The transform removes $b$ from every barrier, uphill or downhill. Going down funnel A, the barrier falls from $1$ to $0$. From the bottom of B to A, the highest saddle is at $0$ and the highest intermediate minimum at $-1$, so the climb falls from $0-(-5)=5$ to $-1-(-5)=4$.

### Passage time

Small symmetric Metropolis moves behave as diffusion with a constant $D$. On the staircase this requires that the walker keeps its actual position; a walker reset to the minimum after each small move would never leave its basin. Let $s$ run from a reflecting start, $s=0$, to an absorbing target, $s=L$, and let $F(s)$ be the energy governing the motion. During $dt$ the mean displacement is $-(D/T)F'dt$ and the mean squared displacement is $2D\,dt$. The mean time $\tau(s)$ to reach the target equals $dt$ plus the mean time remaining after the displacement. Expanding to first order in $dt$ gives

$$D\tau''-\frac DT F'\tau'=-1.$$

Multiplication by $e^{-F/T}/D$ makes the left side a derivative:

$$\big(e^{-F/T}\tau'\big)'=-\frac1D e^{-F/T}.$$

Integrate from $0$, where reflection requires $\tau'=0$, and then from $0$ to $L$, where $\tau(L)=0$:

$$\tau(0)=\frac1D\int_0^L ds\,e^{F(s)/T}\int_0^s dz\,e^{-F(z)/T}. \tag{1}$$

An energy step is the limit of a steep smooth slope, so (1) also holds for the staircase.

### Descent on the staircase

Take $n$ steps of length $a$ with energies $-k\Delta$, $k=0,\dots,n-1$, and set $q=e^{-\Delta/T}$. At distance $u$ into step $k$, the integrand of the outer integral in (1) is

$$a\sum_{j=0}^{k-1}e^{-(k-j)\Delta/T}+u
=a\sum_{l=1}^{k}q^l+u
=a\,\frac{q(1-q^k)}{1-q}+u.$$

Integration over $u$ from $0$ to $a$ multiplies the first term by $a$ and turns the second into $a^2/2$. Summing over $k$ with $\sum_{k=0}^{n-1}q^k=(1-q^n)/(1-q)$ gives

$$\tilde\tau=\frac{a^2}{D}\left[\frac n2+\frac{nq}{1-q}-\frac{q(1-q^n)}{(1-q)^2}\right]. \tag{2}$$

As $T\to0$, $q\to0$ and $\tilde\tau\to na^2/(2D)$, which is finite. As $T\to\infty$, the sums over $l$ become $k$, and $\tilde\tau\to(a^2/D)[n(n-1)/2+n/2]=n^2a^2/(2D)$, the time for free diffusion over the length $na$.

### Descent on the original path

For $T\ll b$, the inner integral in (1) is dominated by minima and the outer one by saddles. Expanding $H\sin^2$ about either end of a half-well gives a curvature of magnitude $2\pi^2H/a^2$. Half a Gaussian integral is then

$$h(H)=\frac12\sqrt{\frac{2\pi T}{2\pi^2H/a^2}}=\frac a2\sqrt{\frac{T}{\pi H}}.$$

Let $h_1=h(1\,\epsilon)$, so that $h(2\,\epsilon)=h_1/\sqrt2$, and let $\rho=1+1/\sqrt2=1.707$. Start at the upper edge of funnel A and stop on entering its lowest basin. Each of the five downhill crossings contributes $e^{b/T}/D$ times a well width times a saddle width:

- The first well has height $1$ on both sides, so the crossing gives $2h_1\cdot\rho h_1$.
- The next three wells have heights $1$ and $2$, as do their saddles. They give $3\rho^2h_1^2$.
- The last crossing stops at the saddle top, so only its near half counts. It gives $\rho h_1\cdot h_1$.

The sum is $3\rho(1+\rho)h_1^2=13.86\,h_1^2$. With $h_1^2=a^2T/(4\pi\epsilon)$,

$$\tau\simeq1.10\,\frac{a^2}{D}\,\frac T\epsilon\,e^{b/T}. \tag{3}$$

At $T=0.05\,\epsilon$ this gives $2.68\times10^7\,a^2/D$. Midpoint quadrature of (1), with 200 points per well, gives $2.74\times10^7$; the estimate is 2% below it. The same quadrature gives the following times, in $a^2/D$.

| $T/\epsilon$ | original | staircase | ratio |
|---|---:|---:|---:|
| 0.05 | $2.74\times10^7$ | 2.50 | $1.09\times10^7$ |
| 0.10 | 2546 | 2.50 | 1018 |
| 0.15 | 140 | 2.51 | 56 |
| 0.30 | 11.3 | 2.65 | 4.3 |
| 0.60 | 5.39 | 3.38 | 1.6 |

These times count moves, with the same $D$ on both landscapes. A staircase move also needs a minimization. If the whole staircase move, minimization included, costs $K$ times as much as an ordinary move, the gain is the ratio divided by $K$. At $T=0.15\,\epsilon$ the break-even cost is $K=56$; at $0.30\,\epsilon$ it is only $4.3$. For moves much shorter than a basin, removing downhill barriers is therefore decisive in a cold funnel and of little value in a warm one. The exponential gain belongs to this small-move limit. For moves along $x$ drawn uniformly from $[-s,s]$, the ratio of move counts at $T=0.05\,\epsilon$ is $1.4\times10^7$ for $s=0.05a$, about $9\times10^3$ for $s=0.5a$, and only $1.5$ for $s=a$. A move of one basin length can land near the next minimum and so jumps the saddle on the original landscape as well. The passage times and gains given below likewise refer to small moves only.

## Second contribution: basin weights

For symmetric proposals, the Metropolis acceptance probabilities obey

$$\frac{P(X\to X')}{P(X'\to X)}=e^{-[\tilde V(X')-\tilde V(X)]/T}.$$

Detailed balance then gives a stationary density proportional to $e^{-\tilde V/T}$. Integrating over a basin of volume $\Omega_i$ yields

$$\tilde Z_i=\Omega_i e^{-E_i/T},\qquad Z_i=\int_{\text{basin }i}e^{-V/T}dX,$$

for the staircase and the original landscape respectively. This assumes that the walker keeps its actual position after each minimization. If it is reset to the minimum, the probability of proposing $i\to j$ need not equal that of $j\to i$, and the weight $\Omega_i$ is no longer guaranteed.

First keep only the bottoms of the funnels, separated by $\Delta E=1\,\epsilon$. Then

$$\frac{p_A}{p_B}=\frac{e^{\Delta E/T}}g, \tag{4}$$

where $g$ is the statistical advantage of B. On the original landscape it has three parts.

**Number of minima.** B has eight lowest wells and A has one, a factor of $8$, or $\ln8=2.08$.

**Widths along the path.** Each half-well contributes in proportion to $H^{-1/2}$. The lowest well of A has $H=2$ on both sides, giving $2/\sqrt2=1.414$. The eight wells of B have fourteen sides with $H=1$ and two with $H=2$, giving $14+1.414=15.414$. The ratio is $10.90$, which includes the factor of $8$. The widths alone add $\ln(10.90/8)=0.31$.

**Transverse stiffness.** For $T\ll\kappa c^2/2$, the walls of the box are not felt, and each mode contributes $\sqrt{2\pi T/\kappa}$. Six modes favour B by $(\kappa_A/\kappa_B)^{m/2}=4^3=64$, or $\ln64=4.16$.

Altogether $g=10.90\times64=698$ and $\ln g=6.55$. On the staircase all basins have equal volume, and only the number of minima survives: $\tilde g=8$. Of the $4.47$ removed from $\ln g$, the transverse modes supply $4.16$. Both parts are vibrational entropy, and the transverse modes supply most of it. Their share of the broadening is smaller than their share of $\ln g$: with all wells included, setting $\kappa_A=\kappa_B$ on the original landscape raises the width defined below from $0.092$ to $0.83\,\epsilon$, against $1.23\,\epsilon$ on the staircase.

## From weights to a temperature range

Setting $p_A=p_B$ in (4) gives $T_c=\Delta E/\ln g$. For the width, let $R=\ln(Z_A/Z_B)$ for the complete funnels, so that $p_A=1/(1+e^{-R})$. Differentiating $Z=\int e^{-V/T}dX$ gives $d\ln Z/dT=U/T^2$, where $U$ is the mean potential energy in the funnel. Hence

$$\frac{dp_A}{dT}=p_A(1-p_A)\frac{dR}{dT}=p_A(1-p_A)\frac{U_A-U_B}{T^2}.$$

At $T_c$ the product $p_A(1-p_A)$ is $1/4$. Define the width $W$ as the inverse magnitude of the slope there:

$$W=\frac{4T_c^2}{U_B-U_A}. \tag{5}$$

The same derivation holds for the staircase, with $\tilde V$ in place of $V$. In the two-state limit $U_B-U_A=\Delta E$, because the harmonic energies are equal in both funnels and cancel. Inserting $T_c$ gives

$$W=\frac{4\Delta E}{(\ln g)^2}. \tag{6}$$

A smaller $\ln g$ raises $T_c$ as its inverse and $W$ as its inverse square.

### Original landscape

The two-state values are $T_c=1/6.548=0.153\,\epsilon$ and $W=4/6.548^2=0.093\,\epsilon$. With all wells included by quadrature, and the condition $p_A=1/2$ solved by a bracketing root search, $T_c=0.152\,\epsilon$ and $W=0.092\,\epsilon$. The population $p_A$ falls from 90% at $0.114\,\epsilon$ to 10% at $0.228\,\epsilon$.

### Staircase

Here the sums can be done by hand. Let $q=e^{-\epsilon/T}$ and measure energies from the global minimum. Apart from the common basin volume,

$$\tilde Z_A=1+q+q^2+q^3+q^4+q^5,\qquad
\tilde Z_B=8q+q^2+q^3+q^4+q^5.$$

Equality requires $1+q=8q$, so $q=1/7$ and

$$\tilde T_c=\frac{\epsilon}{\ln7}=0.514\,\epsilon.$$

The two-state value is $1/\ln8=0.481\,\epsilon$. The second-lowest well of A, whose weight is $q$, changes the effective factor from $8$ to $7$.

The mean energies are sums of energy times weight, divided by the common value $\tilde Z$ of the two sums. Terms from $q^2$ onward cancel in the difference, leaving

$$\tilde U_B-\tilde U_A=\epsilon\,\frac{8q-q}{\tilde Z}=\frac{\epsilon}{\tilde Z}.$$

At $q=1/7$, $\tilde Z=(1-q^6)/(1-q)\simeq7/6$, so the difference is $0.857\,\epsilon$. Equation (5) gives $\tilde W=4(0.5139)^2/0.8572=1.23\,\epsilon$. The staircase transition is thus $3.4$ times higher in temperature and $13$ times broader than the original one.

The 90% point lies at $0.235\,\epsilon$, but there is no 10% point. To see this, write

$$\frac{\tilde Z_B}{\tilde Z_A}=1+\frac{7q-1}{\tilde Z_A}.$$

Above $\tilde T_c$ the numerator is positive. Since $\tilde Z_A\ge1+q$, the fraction is at most $(7q-1)/(1+q)$, which increases with $q$ and reaches $3$ at $q=1$. The ratio is therefore at most $4$, and $p_A\ge1/5$. A scan over temperature gives a smallest value of about $0.30$, slightly below the infinite-temperature limit $6/18=1/3$.

Unlimited coexistence is not unlimited usefulness. The population of the lowest well is $1/(\tilde Z_A+\tilde Z_B)$. At $\tilde T_c$ it is $1/(2\times7/6)=0.43$; at infinite temperature it is $1/18$, the result of random choice among the basins.

## The contributions together

The search is hard when the walker starts in B. On the original landscape, assume that the transverse modes equilibrate quickly compared with motion along $x$. Integrating over them gives the factor $t(x)=\big[\int_{-c}^{c}e^{-\kappa y^2/2T}dy\big]^m$ and the free energy $F=V-T\ln t$ for use in (1). For $T\ll\kappa c^2/2$, $t=(2\pi T/\kappa)^{m/2}$; for $T\gg\kappa c^2/2$, $t$ tends to the box volume $(2c)^m$ in both funnels. If the transverse coordinates diffuse with the same $D$ as $x$ instead, the original passage time at $T=0.514\,\epsilon$ given below rises by about 2%. On the staircase this assumption is not needed, because $\tilde V$ does not depend on $y$.

Start at the far end of B and stop on entering the lowest basin of A. On the staircase at low temperature, the outer integral in (1) is dominated by the two wells at $-1$, of total length $2a$, and the inner one by the eight wells at $-5$:

$$\tilde\tau_{BA}\simeq\frac{2a\cdot8a}{D}\,e^{4\epsilon/T}=16\,\frac{a^2}{D}\,e^{4\epsilon/T}. \tag{7}$$

On the original landscape three saddles lie at energy $0$: the one between the funnels and one on either side of it. The half-widths on the A side add to $2h_1+h_1/\sqrt2=(1+\rho)h_1$, and those on the B side to the same amount. In $e^{F/T}=e^{V/T}/t$, the A side carries an additional factor $t_B/t_A=64$. The lowest wells of B supply $15.41\,h_1$, so

$$\tau_{BA}\simeq\frac{65(1+\rho)(15.41)h_1^2}{D}e^{5\epsilon/T}
=216\,\frac{a^2}{D}\frac T\epsilon e^{5\epsilon/T}. \tag{8}$$

Quadrature of (1), without these low-temperature approximations, gives the following times in $a^2/D$.

| Temperature | original | staircase |
|---|---:|---:|
| $T_c=0.152\,\epsilon$ | $6.6\times10^{15}$ | $4.2\times10^{12}$ |
| $\tilde T_c=0.514\,\epsilon$ | $2.8\times10^6$ | $4.6\times10^4$ |

With each landscape at its own coexistence temperature, the time falls by $1.4\times10^{11}$. Transforming first, at the lower temperature, gains a factor of $1.6\times10^3$; the subsequent rise in temperature gains $9\times10^7$. In the opposite order, heating gains $2.4\times10^9$ and the transform $61$. The shares depend on the order, but the temperature change is the larger in both.

The factor of $61$ at $\tilde T_c$ can be roughly accounted for by the low-temperature forms (7) and (8), whose ratio is $13.5(T/\epsilon)e^{\epsilon/T}\simeq49$. In this estimate the lower climb contributes $e^{\epsilon/\tilde T_c}=7$. Without the stiffness difference, the $65=64+1$ in (8) would be $2$, so the entropic bottleneck contributes $65/2=32.5$. The remaining factor, $0.21$, comes from the path widths: thermal wells and saddle tops are narrower than whole basins. Thus, at this temperature, removing the entropic obstacle matters more than lowering the energy barrier.

What counts as success affects the comparison. Heated to $\tilde T_c$, the original system reaches the lowest basin of A in $2.8\times10^6$ instead of $6.6\times10^{15}\,a^2/D$, but its equilibrium population of A is only $1.1\%$; on the staircase it is $50\%$. If a single arrival is enough and is detected at no extra cost, the gain at this temperature is $61/K$, not $1.4\times10^{11}/K$. Nor is there then a reason to stop heating at $\tilde T_c$. As $T\to\infty$, which for the original landscape means $T$ well above $\kappa_Ac^2/2=20\,\epsilon$ so that $t_B/t_A\to1$, both searches become free diffusion over the length $17a$, with $\tau=17^2a^2/(2D)\simeq145\,a^2/D$, and the gain tends to $1/K$. For a single arrival in this small model, a sufficiently hot ordinary search is therefore the cheaper one whenever minimization makes $K>1$. The much larger factor applies when both searches are required to keep the two funnels equally populated.

## When the argument fails

**Entropy in the other direction.** Equation (6) predicts broadening when $1<\tilde g<g$. Let $\kappa_A=8\,\epsilon/a^2$, leaving everything else unchanged. The modes now contribute $(8/10)^3=0.512$, and $g=10.90\times0.512=5.6$, which is smaller than $\tilde g=8$. Including all wells, the original landscape has $T_c=0.68\,\epsilon$ and $W=2.8\,\epsilon$, both larger than the staircase values of $0.51$ and $1.23\,\epsilon$. The transform narrows this transition, although it still removes the downhill barriers.

**No entropy advantage.** If $\tilde g\le1$, (4) gives $p_A>p_B$ at every finite temperature in the two-state model. There is then no crossing whose width could be compared, and the global funnel is favoured throughout.

**A high climb between funnels.** Equation (7) retains an activation energy of $4\,\epsilon$. If the intermediate minima were raised, every additional $\epsilon$ of climb would multiply the leading escape time by $e^{\epsilon/T}$, which is $7$ at $T=0.514\,\epsilon$. Basin hopping can therefore remain trapped in a deep competing funnel. If the search must also populate the lowest well, and not merely pass through it once, the temperature has to be high enough for the remaining climb to be affordable and low enough for that well to keep a sizeable population.

All numerical values are calculated from the stated model.
